# Exit energies of helium backscattered from arsenic and silicon: verification in Python

```python
"""Elastic head-on backscattering of a helium ion from a free atom at rest.

Result under test: exit energy E1 = K*E0, K = ((M-m)/(M+m))**2, for M > m.
m: ion mass, M: target mass (both in u), E0: incoming kinetic energy.
Internal units: MeV, fm, speeds in units of the speed of light.
Independent roads: integrated two-body motion, root search on the
conservation laws, and rotation of centre-of-mass velocities.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

pc = const.physical_constants
U_MEV = pc["atomic mass constant energy equivalent in MeV"][0]
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # MeV fm
KB_MEV = const.k / const.e * 1e-6                         # MeV/K

m = pc["alpha particle mass in u"][0] + pc["electron mass in u"][0]
E0 = 2.0
si_mass = np.array([27.976927, 28.976495, 29.973770])
si_share = np.array([0.92223, 0.04685, 0.03092])
targets = {"As": (33, 74.921595),
           "Si": (14, float(si_mass @ si_share / si_share.sum()))}

# Rough typical inputs for the neglected effects
resolution_kev = 15.0
stopping_kev_nm = 0.25
depth_nm = 10.0
temperature = 300.0
excitation_kev = 2.0
detector_deg = 170.0


def K_back(M):
    return ((M - m) / (M + m))**2


def K_angle(M, theta):
    root = np.sqrt(M**2 - (m * np.sin(theta))**2)
    return ((m * np.cos(theta) + root) / (m + M))**2


def collide(Z, M, screening, target_speed=0.0):
    """Integrate both particles; return exit velocity, energy, turning gap."""
    mi, mt = m * U_MEV, M * U_MEV
    v0 = np.sqrt(2 * E0 / mi)
    start = 20 * screening
    strength = 2 * Z * COULOMB

    def motion(t, y):
        r = y[1] - y[0]
        force = strength * np.exp(-r / screening) * (
            1 / r**2 + 1 / (screening * r))
        return [y[2], y[3], -force / mi, force / mt]

    def turning(t, y):
        return y[3] - y[2]

    sol = solve_ivp(motion, (0, 3 * start / v0),
                    [-start, 0.0, v0, target_speed], method="DOP853",
                    rtol=1e-11, atol=1e-12, events=turning,
                    max_step=screening / (4 * v0))
    assert sol.success
    near = sol.y_events[0][0]
    v1 = sol.y[2, -1]
    return v1, 0.5 * mi * v1**2, near[1] - near[0]


def exit_by_conservation(M, energy, Q=0.0, relativistic=False):
    """Solve momentum and energy balance for a backward-going ion."""
    mi, mt = m * U_MEV, M * U_MEV

    def kinetic(p, mass):
        if relativistic:
            return p**2 / (np.sqrt(p**2 + mass**2) + mass)
        return p**2 / (2 * mass)

    p0 = np.sqrt(2 * mi * energy + (energy**2 if relativistic else 0.0))

    def balance(p):
        return kinetic(p, mi) + kinetic(p0 + p, mt) + Q - energy

    p1 = brentq(balance, 0.0, p0, xtol=1e-13, rtol=1e-14)
    return kinetic(p1, mi)


print(f"helium ion mass: {m:.4f} u")
print(f"incoming energy: {E0:.3f} MeV")
exit_energy = {}
for name, (Z, M) in targets.items():
    K = K_back(M)
    E1 = K * E0
    exit_energy[name] = E1
    recoil = 4 * m * M / (m + M)**2 * E0
    E_cm = E0 * M / (m + M)

    # The force range must not matter for the final energy
    for screening in (300.0, 1000.0):
        v1, energy, gap = collide(Z, M, screening)
        assert v1 < 0
        assert abs(energy / E1 - 1) < 1e-6
        assert abs((E0 - energy) / recoil - 1) < 1e-5
        potential = 2 * Z * COULOMB * np.exp(-gap / screening) / gap
        assert abs(potential / E_cm - 1) < 1e-4
    static_energy = energy
    closest = 2 * Z * COULOMB / E_cm
    contact = 1.2 * (4**(1 / 3) + round(M)**(1 / 3))
    assert closest > 2 * contact

    # General angle against rotated centre-of-mass velocities
    for chi in np.radians([40.0, 100.0, 165.0, 180.0]):
        vx = (m + M * np.cos(chi)) / (m + M)
        vy = M * np.sin(chi) / (m + M)
        theta = np.arctan2(vy, vx)
        assert abs(K_angle(M, theta) - vx**2 - vy**2) < 1e-12

    # Electronic excitation and relativity
    Q = excitation_kev * 1e-3
    elastic = exit_by_conservation(M, E0)
    assert abs(elastic / E1 - 1) < 1e-10
    loss = elastic - exit_by_conservation(M, E0, Q)
    assert abs(loss / (np.sqrt(K) * Q) - 1) < 0.01
    slow = exit_by_conservation(M, 1e-3, relativistic=True)
    assert abs(slow / (K * 1e-3) - 1) < 1e-6
    rel_shift = exit_by_conservation(M, E0, relativistic=True) - E1

    # Thermal motion: target moving towards the beam at the rms speed
    u_rms = np.sqrt(KB_MEV * temperature / (M * U_MEV))
    v_exit = np.sqrt(2 * E1 / (m * U_MEV))
    spread = m * U_MEV * v_exit * 2 * M / (m + M) * u_rms
    moved = collide(Z, M, 1000.0, -u_rms)[1] - static_energy
    assert abs(moved / spread - 1) < 0.01

    E_detector = K_angle(M, np.radians(detector_deg)) * E0
    print(f"{name} mass: {M:.4f} u")
    print(f"{name} velocity ratio v1/v0: {(m - M) / (m + M):.4f}")
    print(f"{name} kinematic factor K: {K:.4f}")
    print(f"{name} exit energy: {E1:.4f} MeV")
    print(f"{name} recoil energy: {recoil:.4f} MeV")
    print(f"{name} centre-of-mass energy: {E_cm:.3f} MeV")
    print(f"{name} closest Coulomb distance: {closest:.1f} fm")
    print(f"{name} rough nuclear contact distance: {contact:.1f} fm")
    print(f"{name} exit energy at {detector_deg:.0f} deg: "
          f"{E_detector:.4f} MeV")
    print(f"{name} relativistic shift: {rel_shift * 1e3:.3f} keV")
    print(f"{name} loss for trial excitation: {loss * 1e3:.2f} keV")
    print(f"{name} thermal rms spread: {spread * 1e3:.3f} keV")

# A target lighter than the ion must leave the ion moving forward
v_light, E_light, _ = collide(1, 1.00783, 300.0)
assert v_light > 0
assert abs(E_light / (K_back(1.00783) * E0) - 1) < 1e-6

# Silicon isotopes
si_exit = K_back(si_mass) * E0
si_average = float(si_exit @ si_share / si_share.sum())
assert abs(si_average - exit_energy["Si"]) < 1e-3
for A, share, energy in zip((28, 29, 30), si_share, si_exit):
    print(f"Si-{A}: share {100 * share:.2f} %, exit {energy:.4f} MeV")
print(f"Si abundance-averaged exit energy: {si_average:.4f} MeV")

# Buried arsenic: loss on the way in, collision, loss on the way out
path_loss = stopping_kev_nm * 1e-3 * depth_nm
buried = K_back(targets["As"][1]) * (E0 - path_loss) - path_loss
depth_shift = exit_energy["As"] - buried
separation = exit_energy["As"] - exit_energy["Si"]
assert separation * 1e3 > resolution_kev
assert round(exit_energy["As"], 2) == 1.61
assert round(exit_energy["Si"], 2) == 1.13

print(f"As-Si signal separation: {separation * 1e3:.1f} keV")
print(f"rough detector resolution: {resolution_kev:.0f} keV")
print(f"rough stopping power: {stopping_kev_nm:.2f} keV/nm")
print(f"assumed arsenic depth: {depth_nm:.0f} nm")
print(f"downward shift of buried As: {depth_shift * 1e3:.2f} keV")
print(f"trial excitation energy: {excitation_kev:.1f} keV")
print(f"target temperature: {temperature:.0f} K")
print("no test failed")
```

It prints:

```
helium ion mass: 4.0021 u
incoming energy: 2.000 MeV
As mass: 74.9216 u
As velocity ratio v1/v0: -0.8986
As kinematic factor K: 0.8075
As exit energy: 1.6149 MeV
As recoil energy: 0.3851 MeV
As centre-of-mass energy: 1.899 MeV
As closest Coulomb distance: 50.1 fm
As rough nuclear contact distance: 7.0 fm
As exit energy at 170 deg: 1.6175 MeV
As relativistic shift: -0.083 keV
As loss for trial excitation: 1.80 keV
As thermal rms spread: 0.127 keV
Si mass: 28.0855 u
Si velocity ratio v1/v0: -0.7506
Si kinematic factor K: 0.5633
Si exit energy: 1.1267 MeV
Si recoil energy: 0.8733 MeV
Si centre-of-mass energy: 1.751 MeV
Si closest Coulomb distance: 23.0 fm
Si rough nuclear contact distance: 5.5 fm
Si exit energy at 170 deg: 1.1316 MeV
Si relativistic shift: -0.132 keV
Si loss for trial excitation: 1.50 keV
Si thermal rms spread: 0.159 keV
Si-28: share 92.22 %, exit 1.1241 MeV
Si-29: share 4.69 %, exit 1.1470 MeV
Si-30: share 3.09 %, exit 1.1687 MeV
Si abundance-averaged exit energy: 1.1266 MeV
As-Si signal separation: 488.2 keV
rough detector resolution: 15 keV
rough stopping power: 0.25 keV/nm
assumed arsenic depth: 10 nm
downward shift of buried As: 4.52 keV
trial excitation energy: 2.0 keV
target temperature: 300 K
no test failed
```
